**Umbrella sampling of a Landau free energy, with finite-size tests**

The program computes $F_N(p)=-kT\ln\rho(p)$ for the mean mode $p$ of $N$ coupled double-well cells, using hybrid Monte Carlo, harmonic umbrellas and weighted histograms. For a 12-cell ring it asserts agreement with a transfer-matrix calculation; the rms profile difference is 0.083 $kT$. Two further ring tests assert the single-phase correction $-(kT/2)\ln f''$, where $f$ is the bulk free energy per cell, and the two-wall law $-(3/2)kT\ln\ell$ for length $\ell$. In three dimensions at 300 K, barriers from histograms and from the integrated mean force must agree within 1.2 $kT$. Doubling a 4×4 box from length 8 to 16 changes the barrier by a factor of 1.03, where a uniform path would give 2. The profile of the 4×4×4 block must also predict the polarization of a direct run at 0.3 MV/cm; the output gives 21.41 and 21.49 uC/cm2. At 600 K the free energy per cell at $p=0.4$, relative to $p=0$, changes by 13% between cubes of side 6 and 8, within the asserted 15%, while the fitted quadratic coefficient varies more. The last lines size the neglected electrostatic, elastic and quantum energies from rough material inputs.

## Check in Python

```python
"""Landau free energy of a lattice polarization model by umbrella sampling.

Result under test: F_N(p) = -kT ln(probability density of p), p = mean(x_i),
is recovered from harmonically biased runs by weighted histograms. In a single
phase F_N/N converges with size; below the transition long boxes hold two
domains, and the barrier does not grow in proportion to the box length.
Model energy: sum V0 (x^2-1)^2 + (K/2) sum_bonds (x_i-x_j)^2, periodic lattice.
x: local displacement / U0; N: number of cells; KAPPA: umbrella stiffness;
field: energy per cell and unit x. All energies are in eV.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid
from scipy.special import logsumexp

V0, K, KAPPA = 0.011, 0.022, 0.06
U0, CHARGE, CELL = 0.12, 9.0, 4.0      # angstrom, e, angstrom
KB = sc.k / sc.e
P_UNIT = CHARGE * U0 / CELL**3 * sc.e * 1e20 * 100   # uC/cm2 at x = 1
rng = np.random.default_rng(20240)


def laplacian(shape):
    """Positive graph Laplacian of a periodic lattice (each side >= 3)."""
    total = sp.csr_matrix((int(np.prod(shape)),) * 2)
    for axis, length in enumerate(shape):
        eye = np.eye(length)
        ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
        before = sp.identity(int(np.prod(shape[:axis])))
        after = sp.identity(int(np.prod(shape[axis + 1:])))
        total = total + sp.kron(sp.kron(before, ring), after)
    return sp.csr_matrix(total)


def sample(shape, kT, centres, n_keep, kappa=KAPPA, field=0.0, n_drop=150):
    """Hybrid Monte Carlo, all windows side by side.
    Returns records of p, mean on-site V'(x), mean x^2; and acceptance."""
    n = int(np.prod(shape))
    stiff = K * laplacian(shape)
    layer = np.arange(n) % shape[-1]
    up = np.round(shape[-1] * np.clip((1 + centres / 0.8) / 2, 0, 1))
    x = np.where(layer[:, None] < up, 0.8, -0.8)
    x = x + 0.1 * rng.standard_normal(x.shape)

    def force(y):
        return (-4 * V0 * y * (y * y - 1) - stiff @ y
                - kappa * (y.mean(0) - centres) + field)

    def energy(y):
        p = y.mean(0)
        return ((V0 * (y * y - 1)**2 + 0.5 * y * (stiff @ y)).sum(0)
                + n * (0.5 * kappa * (p - centres)**2 - field * p))

    f, e = force(x), energy(x)
    record = np.empty((3, n_keep, len(centres)))
    accepted = 0.0
    for sweep in range(n_drop + n_keep):
        dt = rng.uniform(0.7, 1.0)
        v = np.sqrt(kT) * rng.standard_normal(x.shape)
        start = e + 0.5 * (v * v).sum(0)
        y, fy = x, f
        for _ in range(8):
            v = v + 0.5 * dt * fy
            y = y + dt * v
            fy = force(y)
            v = v + 0.5 * dt * fy
        ey = energy(y)
        change = ey + 0.5 * (v * v).sum(0) - start
        ok = np.log(rng.random(len(centres))) < -change / kT
        x, f, e = np.where(ok, y, x), np.where(ok, fy, f), np.where(ok, ey, e)
        if sweep >= n_drop:
            square = x * x
            record[:, sweep - n_drop] = (x.mean(0),
                                         (4 * V0 * x * (square - 1)).mean(0),
                                         square.mean(0))
            accepted += ok.mean() / n_keep
    return record, accepted


def wham(p, centres, n, kT, edges):
    """Weighted histograms by Newton's method; returns bin centres and F."""
    counts = np.histogram(p.ravel(), edges)[0]
    assert counts.sum() == p.size
    keep = counts > 0
    mid = (0.5 * (edges[1:] + edges[:-1]))[keep]
    share = counts[keep] / p.size
    windows = len(centres)
    log_bias = -n * KAPPA * (mid - centres[:, None])**2 / (2 * kT)
    g = cumulative_trapezoid(n * KAPPA * (centres - p.mean(0)) / kT,
                             centres, initial=0)
    for _ in range(60):
        a = g[:, None] + log_bias - np.log(windows)
        norm = logsumexp(a, axis=0)
        q = np.exp(a - norm)
        load = q @ share
        gradient = load - 1 / windows
        if np.abs(gradient).max() < 1e-11:
            break
        hessian = np.diag(load) - (q * share) @ q.T
        step = np.linalg.solve(hessian[1:, 1:], gradient[1:])
        g[1:] -= step * min(1.0, 1.0 / np.abs(step).max())
    assert np.abs(gradient).max() * windows < 1e-7
    return mid, -kT * (np.log(share) - norm)


def bin_average(p, values, edges):
    counts = np.histogram(p.ravel(), edges)[0]
    total = np.histogram(p.ravel(), edges, weights=values.ravel())[0]
    keep = counts > 0
    return (0.5 * (edges[1:] + edges[:-1]))[keep], total[keep] / counts[keep]


def barrier(mid, F, kT):
    """F near p=0 minus F at the positive minimum; also mean p in the well."""
    w = np.exp(-(F - F.min()) / kT) * (mid > 0.1)
    well = (w * mid).sum() / w.sum()
    near = np.abs(mid - well) < 0.12
    fit = np.polyfit(mid[near] - well, F[near], 4)
    bottom = np.polyval(fit, np.linspace(-0.1, 0.1, 201)).min()
    return F[np.abs(mid) < 0.05].mean() - bottom, well


def landau_fit(mid, f, lowest, limit):
    """Even sextic fit between the lowest umbrella centre and limit."""
    m = (mid > lowest) & (mid < limit)
    p = mid[m]
    basis = np.stack([np.ones_like(p), p**2 / 2, p**4 / 4, p**6 / 6], axis=1)
    c = np.linalg.lstsq(basis, f[m], rcond=None)[0]
    return c[1:], np.sqrt(np.mean((basis @ c - f[m])**2))


def transfer(kT, field=0.0):
    """Grid of x and symmetric transfer matrix of the ring."""
    x = np.linspace(-3.3, 3.3, 81)
    half = np.exp(-(V0 * (x * x - 1)**2 - field * x) / (2 * kT))
    bond = np.exp(-K * (x[:, None] - x)**2 / (2 * kT))
    return x, half[:, None] * half * bond * (x[1] - x[0])


def ring_density(n, kT, p):
    """Density of p for a ring of n cells from its characteristic function."""
    x, matrix = transfer(kT)
    lam, U = np.linalg.eigh(matrix)
    lam = lam / lam[-1]
    keep = lam > 1e-14
    A = U[:, keep] * np.sqrt(lam[keep])
    dq = 2 * np.pi / 4.0
    q = np.arange(0, 10 * np.sqrt(8 * V0 * n / kT), dq)
    phase = np.exp(1j * q[:, None] * x / n)
    blocks = (A.T[None] * phase[:, None, :]) @ A
    powers = np.linalg.matrix_power(blocks, n)
    chi = np.trace(powers, axis1=1, axis2=2).real
    chi = chi / chi[0]
    weight = np.where(q == 0, 1.0, 2.0)
    return dq / (2 * np.pi) * np.cos(np.outer(p, q)) @ (weight * chi)


print(f"well depth V0 {V0:.3f} eV, bond K {K:.3f} eV, umbrella {KAPPA:.2f} eV")
print(f"U0 {U0:.2f} angstrom, mode charge {CHARGE:.1f} e, cell {CELL:.1f} angstrom")
print(f"polarization at x=1: {P_UNIT:.2f} uC/cm2")

# Sampling against the transfer matrix of a ring.
centres = np.linspace(-0.15, 1.25, 18)
kT = KB * 60
edges = np.linspace(-2, 2, 201)
rec, acc = sample((12,), kT, centres, 3000)
mid, F = wham(rec[0], centres, 12, kT, edges)
inside = (mid > -0.1) & (mid < 1.15)
exact = -kT * np.log(np.maximum(ring_density(12, kT, mid), 1e-300))
difference = (F - exact)[inside]
rms = difference.std() / kT
B_ring, B_exact = barrier(mid, F, kT)[0], barrier(mid, exact, kT)[0]
print(f"ring, 12 cells, 60 K: barrier WHAM {B_ring/kT:.3f} kT, "
      f"transfer matrix {B_exact/kT:.3f} kT")
print(f"ring: rms profile difference {rms:.3f} kT, acceptance {acc:.3f}")
assert rms < 0.2 and abs(B_ring - B_exact) < 0.35 * kT

# Single-phase size correction on a long ring.
kT, n, h, d = KB * 300, 192, 0.005, 2e-4


def legendre(field):
    """p, bulk free energy per cell and susceptibility at a given field."""
    g = [-kT * np.log(np.linalg.eigvalsh(transfer(kT, field + s)[1])[-1])
         for s in (-d, 0.0, d)]
    p = -(g[2] - g[0]) / (2 * d)
    return p, g[1] + field * p, -(g[2] - 2 * g[1] + g[0]) / d**2


p_h, f_h, chi_h = legendre(h)
_, f_0, chi_0 = legendre(0.0)
rho = ring_density(n, kT, np.array([0.0, p_h]))
full = -kT * np.log(rho[1] / rho[0])
bulk = n * (f_h - f_0)
corrected = bulk - 0.5 * kT * np.log(chi_0 / chi_h)
print(f"ring, {n} cells, 300 K, p={p_h:.4f}: F(p)-F(0) {full/kT:.4f} kT")
print(f"   bulk term {bulk/kT:.4f} kT, with log correction {corrected/kT:.4f} kT")
assert abs(full - corrected) < 0.05 * kT
assert abs(full - corrected) < abs(full - bulk)

# Length dependence of the two-wall barrier, ring at low temperature.
kT = KB * 30
p = np.concatenate([[0.0], np.linspace(0.8, 1.1, 301)])
low = []
for n in (64, 128):
    rho = ring_density(n, kT, p)
    low.append(np.log(rho[1:].max() / rho[0]))
drop = low[0] - low[1]
print(f"ring, 30 K: barrier {low[0]:.4f} kT (64 cells), {low[1]:.4f} kT (128)")
print(f"   drop {drop:.4f} kT, law (3/2)ln2 = {1.5*np.log(2):.4f} kT")
assert abs(drop - 1.5 * np.log(2)) < 0.03

# Three-dimensional boxes in the ferroelectric phase.
kT = KB * 300
edges = np.linspace(-2, 2, 401)
print(f"300 K: kT = {kT:.5f} eV; {len(centres)} windows, 1200 samples each")
result = {}
for shape in ((4, 4, 4), (4, 4, 8), (4, 4, 16), (6, 6, 6)):
    n = int(np.prod(shape))
    rec, acc = sample(shape, kT, centres, 1200)
    assert acc > 0.5
    mid, F = wham(rec[0], centres, n, kT, edges)
    B, well = barrier(mid, F, kT)
    parts = [barrier(*wham(part, centres, n, kT, edges), kT)[0]
             for part in np.array_split(rec[0], 4)]
    error = np.std(parts, ddof=1) / 2
    mid_f, slope = bin_average(rec[0], rec[1], edges)
    F_force = n * cumulative_trapezoid(slope, mid_f, initial=0)
    B_force = barrier(mid_f, F_force, kT)[0]
    half = np.abs(mid - well / 2) < 0.03
    top = np.abs(mid) < 0.05
    fraction = (F[top].mean() - F[half].mean()) / B
    result[shape] = dict(mid=mid, F=F, B=B, well=well, fraction=fraction,
                         rec=rec, n=n)
    name = "x".join(map(str, shape))
    print(f"{name}: barrier {B:.4f} +- {error:.4f} eV, mean force {B_force:.4f} eV")
    print(f"   per cell {B/n:.6f} eV, well {well*P_UNIT:.2f} uC/cm2, "
          f"fall by half-well {fraction:.3f}, acc. {acc:.2f}")
    assert abs(B - B_force) < 1.2 * kT
cube, mid_box, long_box = (result[s] for s in ((4, 4, 4), (4, 4, 8), (4, 4, 16)))
ratio = long_box["B"] / mid_box["B"]
print(f"barrier ratio on doubling length 8 to 16: {ratio:.3f} (uniform path: 2)")
assert ratio < 1.4
assert long_box["fraction"] < cube["fraction"]

# Landau coefficients of the smallest block and its response to a field.
mid, F, n, well = cube["mid"], cube["F"], cube["n"], cube["well"]
(a, b, c), residual = landau_fit(mid, F / n, centres[0], 1.0)
print(f"4x4x4 Landau fit: a {a:.5f}, b {b:.5f}, c {c:.5f} eV per cell")
print(f"   rms residual of F: {residual*n/kT:.3f} kT")
assert a < 0 and residual * n < 0.3 * kT
a_SI = a * sc.e / ((CELL * 1e-10)**3 * (P_UNIT / 100)**2)
print(f"   quadratic coefficient a: {a_SI:.3e} J m/C2")
grid = np.linspace(0, well, 1001)
spinodal = (-(a * grid + b * grid**3 + c * grid**5)).max() / (CHARGE * U0) * 100
print(f"   spinodal field of the block: {spinodal:.3f} MV/cm")
E_test = 0.3
h = CHARGE * U0 * E_test / 100
log_w = -(F - n * h * mid) / kT
weight = np.exp(log_w - log_w.max())
predicted = (weight * mid).sum() / weight.sum()
direct = sample((4, 4, 4), kT, np.full(18, 0.8), 500, kappa=0.0, field=h)[0][0].mean()
print(f"at {E_test:.1f} MV/cm: P predicted {predicted*P_UNIT:.3f}, "
      f"direct run {direct*P_UNIT:.3f} uC/cm2")
assert abs(predicted - direct) < 0.01

# Convergence per cell in the paraelectric phase.
kT_hot = KB * 600
hot_centres = np.linspace(-0.15, 1.15, 14)
hot = []
for side in (6, 8):
    rec, acc = sample((side,) * 3, kT_hot, hot_centres, 700, n_drop=100)
    assert acc > 0.5
    m, F_hot = wham(rec[0], hot_centres, side**3, kT_hot, edges)
    coeff = landau_fit(m, F_hot / side**3, hot_centres[0], 0.55)[0]
    value = coeff @ np.array([0.4**2 / 2, 0.4**4 / 4, 0.4**6 / 6])
    hot.append(value)
    print(f"600 K, side {side}: a {coeff[0]:.5f} eV, f(0.4)-f(0) {value:.6f} eV per cell")
    assert coeff[0] > 0
print(f"   relative change of f(0.4)-f(0), side 6 to 8: {hot[1]/hot[0]-1:.4f}")
assert abs(hot[1] / hot[0] - 1) < 0.15

# Size of neglected effects; the material inputs are rough typical values.
volume = (CELL * 1e-10)**3
eps_inf, modulus, strain, mass, breakdown = 5.0, 1e11, 0.01, 30.0, 1.0
P = well * P_UNIT / 100
electro = P**2 * volume / (2 * sc.epsilon_0 * eps_inf) / sc.e
elastic = 0.5 * modulus * strain**2 * volume / sc.e
m, x2 = bin_average(cube["rec"][0], cube["rec"][2], edges)
x2_gain = x2[np.abs(m - well) < 0.05].mean() - x2[np.abs(m) < 0.05].mean()
hbar2 = sc.hbar**2 / (mass * sc.atomic_mass * (U0 * 1e-10)**2) / sc.e
quantum = hbar2 * 12 * V0 * x2_gain / (24 * kT)
print(f"rough inputs: eps_inf {eps_inf:.0f}, modulus {modulus/1e9:.0f} GPa, "
      f"strain {strain:.2f}, mass {mass:.0f} u")
print(f"4x4x4 barrier per cell, for comparison: {cube['B']/n:.5f} eV")
print(f"unscreened electrostatic energy: {electro:.4f} eV per cell")
print(f"strain energy: {elastic:.5f} eV per cell")
print(f"first quantum lowering of barrier: {quantum:.5f} eV per cell")
print(f"spinodal field / rough breakdown field ({breakdown:.0f} MV/cm): "
      f"{spinodal/breakdown:.3f}")
print("all assertions hold")
```

Output:

```
well depth V0 0.011 eV, bond K 0.022 eV, umbrella 0.06 eV
U0 0.12 angstrom, mode charge 9.0 e, cell 4.0 angstrom
polarization at x=1: 27.04 uC/cm2
ring, 12 cells, 60 K: barrier WHAM 5.266 kT, transfer matrix 5.445 kT
ring: rms profile difference 0.083 kT, acceptance 0.980
ring, 192 cells, 300 K, p=0.3363: F(p)-F(0) 5.9988 kT
   bulk term 6.0782 kT, with log correction 5.9991 kT
ring, 30 K: barrier 13.4699 kT (64 cells), 12.4287 kT (128)
   drop 1.0412 kT, law (3/2)ln2 = 1.0397 kT
300 K: kT = 0.02585 eV; 18 windows, 1200 samples each
4x4x4: barrier 0.1135 +- 0.0018 eV, mean force 0.1165 eV
   per cell 0.001773 eV, well 18.51 uC/cm2, fall by half-well 0.345, acc. 0.93
4x4x8: barrier 0.1717 +- 0.0043 eV, mean force 0.1806 eV
   per cell 0.001342 eV, well 18.72 uC/cm2, fall by half-well 0.332, acc. 0.89
4x4x16: barrier 0.1774 +- 0.0070 eV, mean force 0.1768 eV
   per cell 0.000693 eV, well 18.59 uC/cm2, fall by half-well 0.111, acc. 0.85
6x6x6: barrier 0.3137 +- 0.0030 eV, mean force 0.3136 eV
   per cell 0.001452 eV, well 18.81 uC/cm2, fall by half-well 0.403, acc. 0.87
barrier ratio on doubling length 8 to 16: 1.033 (uniform path: 2)
4x4x4 Landau fit: a -0.01222, b 0.01646, c 0.01210 eV per cell
   rms residual of F: 0.094 kT
   quadratic coefficient a: -4.186e+08 J m/C2
   spinodal field of the block: 0.350 MV/cm
at 0.3 MV/cm: P predicted 21.405, direct run 21.485 uC/cm2
600 K, side 6: a 0.00461 eV, f(0.4)-f(0) 0.000577 eV per cell
600 K, side 8: a 0.00723 eV, f(0.4)-f(0) 0.000651 eV per cell
   relative change of f(0.4)-f(0), side 6 to 8: 0.1284
rough inputs: eps_inf 5, modulus 100 GPa, strain 0.01, mass 30 u
4x4x4 barrier per cell, for comparison: 0.00177 eV
unscreened electrostatic energy: 0.1545 eV per cell
strain energy: 0.00200 eV per cell
first quantum lowering of barrier: 0.00075 eV per cell
spinodal field / rough breakdown field (1 MV/cm): 0.350
all assertions hold
```
